# Donor diffusion through neutral and negatively charged point defects: verification in Python

```python
"""
Result under test: a donor diffuses through neutral and singly negative
point defects that contribute equally when n = ni. Then D(n = 9 ni) = 5 D_i.
Symbols: n electron density, ni intrinsic density, N active donor density,
D donor diffusivity in a uniform electron background, D_i its value at n = ni,
D0 and Dm the neutral-defect and negative-defect parts of D_i,
h the factor by which the built-in field raises the flux in a donor gradient.
Model parameters are round, in the rough regime of As in Si near 1000 C.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

# Inputs
temperature = 1300.0            # K
ni = 1.0e19                     # cm^-3
D0 = 2.5e-15                    # cm^2/s
Dm = 2.5e-15                    # cm^2/s
ratio = 9.0                     # n/ni
anneal_time = 600.0             # s
dos_mass = 1.1                  # electron masses, rough
permittivity = 12.0             # relative, rough
edge_shift = 0.025              # eV, rough illustration
double_share = 0.01             # assumed part of D_i
inactive = 0.20                 # assumed fraction of donors
activation_gap = 0.6            # eV, negative minus neutral channel, rough
supersaturation = 10.0          # assumed defect excess

kT = const.k * temperature / const.e
Nc = 2 * (2 * np.pi * dos_mass * const.m_e * const.k * temperature
          / const.h**2)**1.5 * 1e-6


def band_density(eta, degenerate):
    """Electron density / Nc; eta = (E_F - E_c)/kT, energy = u^2 kT."""
    def integrand(u):
        boltzmann = np.exp(eta - u * u)
        occupation = boltzmann / (1 + boltzmann) if degenerate else boltzmann
        return 2 * u * u * occupation
    return 2 / np.sqrt(np.pi) * quad(integrand, 0, 9, epsabs=1e-13,
                                     epsrel=1e-11)[0]


def fermi_level(density, degenerate=False):
    return brentq(lambda eta: np.log(band_density(eta, degenerate)
                                     * Nc / density), -15, 5, xtol=1e-12)


def kinetic_diffusivity(fermi_shift, shares):
    """Slow decay rate / k^2 of a donor switching between pair states.

    State 0 is the immobile donor; state m+1 is its pair with a defect
    of charge -m. Detailed balance fixes the ratios of exchange rates.
    """
    pair_weight, k_squared = 1e-5, 1e-3
    charge = np.arange(len(shares))
    intrinsic = pair_weight * np.exp(-charge)
    weights = np.append(1.0, intrinsic * np.exp(charge * fermi_shift))
    mobility = np.append(0.0, np.array(shares) * pair_weight / intrinsic)
    root = np.sqrt(weights)
    matrix = np.ones((len(root), len(root)))
    for i in range(len(root)):
        loss = sum(root[j] / root[i] for j in range(len(root)) if j != i)
        matrix[i, i] = -loss - k_squared * mobility[i]
    return -np.linalg.eigvalsh(matrix)[-1] / k_squared


def linear_law(r, shares):
    return sum(s * r**m for m, s in enumerate(shares)) / sum(shares)


# Concentration law from band quadrature and kinetics
eta_i = fermi_level(ni)
excess_shares = (supersaturation / (supersaturation + 1),
                 1 / (supersaturation + 1))
double_shares = ((1 - double_share) / 2, (1 - double_share) / 2, double_share)
cases = [(r, (0.5, 0.5)) for r in (0.2, 3.0, ratio, 30.0)]
cases += [(ratio, (0.8, 0.2)), (ratio, excess_shares), (ratio, double_shares)]
kinetic_nine = None
for r, shares in cases:
    shift = fermi_level(r * ni) - eta_i
    measured = (kinetic_diffusivity(shift, shares)
                / kinetic_diffusivity(0.0, shares))
    # pair populations up to about 1e-4 limit the dilute formula
    assert abs(measured / linear_law(r, shares) - 1) < 5e-4
    if r == ratio and shares == (0.5, 0.5):
        kinetic_nine = measured
        fermi_rise = shift * kT
assert abs(kinetic_nine - 5) < 2.5e-3

D_i = D0 + Dm
D_high = D0 + Dm * ratio
enhancement = D_high / D_i
assert abs(enhancement - 5) < 1e-12

# Neutrality: find the Fermi shift that balances the donor charge
N = ni * (ratio - 1 / ratio)


def electrons_from_donors(donors):
    u = brentq(lambda x: np.exp(x) - np.exp(-x) - donors / ni, -1, 10,
               xtol=1e-13)
    return ni * np.exp(u)


assert abs(electrons_from_donors(N) / (ratio * ni) - 1) < 1e-10

# Field factor from separate fluxes of positive and neutral pairs
h = 1 + N / np.sqrt(N**2 + 4 * ni**2)
step = 1e-4
x = np.array([-step, 0.0, step])
donors = N / ni * np.exp(-x)
potential = np.arcsinh(donors / 2)
positive_pairs = 0.5 * donors
neutral_pairs = 0.5 * donors * np.exp(potential)


def slope(values):
    return (values[2] - values[0]) / (2 * step)


flux = -(slope(positive_pairs) + positive_pairs[1] * slope(potential))
flux -= slope(neutral_pairs)
gradient_response = -flux / slope(donors)
assert abs(gradient_response / (h * enhancement) - 1) < 1e-6
debye = np.sqrt(permittivity * const.epsilon_0 * kT
                / (const.e * ni * 1e6 * (ratio + 1 / ratio))) * 1e9


# RMS displacement, checked by stepping the diffusion equation
def rms_formula(D):
    return np.sqrt(2 * D * anneal_time) * 1e7


def rms_numerical(D):
    dx, dt = 2.0, 0.5                        # nm, s
    grid = dx * np.arange(-220, 221)
    profile = np.zeros(grid.size)
    profile[220] = 1.0
    factor = D * 1e14 * dt / dx**2
    for _ in range(int(round(anneal_time / dt))):
        profile[1:-1] += factor * (profile[2:] - 2 * profile[1:-1]
                                   + profile[:-2])
    return np.sqrt(np.sum(profile * grid**2) / np.sum(profile))


for D in (D_i, D_high):
    assert abs(rms_numerical(D) / rms_formula(D) - 1) < 1e-4
assert rms_formula(D_i) > 10 * debye

# Sizes of neglected effects
activity = np.exp(fermi_level(ratio * ni, True) - fermi_level(ni, True))
series_activity = ratio * np.exp((ratio - 1) * ni / (np.sqrt(8) * Nc))
assert abs(activity / series_activity - 1) < 3e-3
degenerate_result = (1 + activity) / 2
shifted_result = (1 + ratio * np.exp(-edge_shift / kT)) / 2
double_result = linear_law(ratio, double_shares)
n_inactive = electrons_from_donors((1 - inactive) * N)
active_result = (1 + n_inactive / ni) / 2
average_result = (1 - inactive) * active_result


def result_at(other_temperature):
    balance = np.exp(activation_gap * const.e / const.k
                     * (1 / temperature - 1 / other_temperature))
    return linear_law(ratio, (1.0, balance))


print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kT:.4f} eV")
print(f"Intrinsic density ni: {ni:.2e} cm^-3")
print(f"Neutral part D0: {D0:.2e} cm^2/s")
print(f"Negative part Dm at n = ni: {Dm:.2e} cm^2/s")
print(f"Intrinsic total D_i: {D_i:.2e} cm^2/s")
print(f"n/ni: {ratio:.1f} (no unit)")
print(f"Electron density n: {ratio * ni:.2e} cm^-3")
print(f"Active donor density N: {N:.3e} cm^-3")
print(f"Fermi-level rise from intrinsic: {fermi_rise:.4f} eV")
print(f"Negative part at n = 9 ni: {Dm * ratio:.3e} cm^2/s")
print(f"Total D at n = 9 ni: {D_high:.2e} cm^2/s")
print(f"D/D_i from formula: {enhancement:.4f} (no unit)")
print(f"D/D_i from kinetic matrix: {kinetic_nine:.4f} (no unit)")
print(f"D/D0: {D_high / D0:.2f} (no unit)")
print(f"Anneal time: {anneal_time:.0f} s")
print(f"RMS displacement, intrinsic: {rms_formula(D_i):.1f} nm")
print(f"RMS displacement, n = 9 ni: {rms_formula(D_high):.1f} nm")
print(f"Field factor h: {h:.4f} (no unit)")
print(f"Gradient response h D/D_i: {h * enhancement:.3f} (no unit)")
print(f"Relative permittivity, rough: {permittivity:.1f} (no unit)")
print(f"Debye length at n = 9 ni: {debye:.2f} nm")
print(f"Density-of-states mass, rough: {dos_mass:.2f} electron masses")
print(f"Band density Nc: {Nc:.3e} cm^-3")
print(f"Degenerate factor replacing n/ni: {activity:.3f} (no unit)")
print(f"D/D_i with degeneracy: {degenerate_result:.3f} (no unit)")
print(f"Assumed lowering of conduction edge: {edge_shift:.3f} eV")
print(f"D/D_i with edge lowering: {shifted_result:.3f} (no unit)")
print(f"Assumed doubly negative share: {100 * double_share:.1f} percent")
print(f"D/D_i with doubly negative share: {double_result:.3f} (no unit)")
print(f"Assumed inactive donors: {100 * inactive:.0f} percent")
print(f"n/ni with inactive donors: {n_inactive / ni:.3f} (no unit)")
print(f"D/D_i of active donors then: {active_result:.3f} (no unit)")
print(f"D/D_i averaged over all donors: {average_result:.3f} (no unit)")
print(f"Assumed activation-energy gap: {activation_gap:.2f} eV")
print(f"D/D_i at 1250 K, n/ni = 9: {result_at(1250.0):.3f} (no unit)")
print(f"D/D_i at 1350 K, n/ni = 9: {result_at(1350.0):.3f} (no unit)")
print(f"Assumed defect supersaturation: {supersaturation:.0f} (no unit)")
print(f"D at n = 9 ni, both channels supersaturated: "
      f"{supersaturation * D_high:.2e} cm^2/s")
print(f"D(9 ni)/D(ni), only neutral channel supersaturated: "
      f"{linear_law(ratio, excess_shares):.3f} (no unit)")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Temperature: 1300 K
Thermal energy kT: 0.1120 eV
Intrinsic density ni: 1.00e+19 cm^-3
Neutral part D0: 2.50e-15 cm^2/s
Negative part Dm at n = ni: 2.50e-15 cm^2/s
Intrinsic total D_i: 5.00e-15 cm^2/s
n/ni: 9.0 (no unit)
Electron density n: 9.00e+19 cm^-3
Active donor density N: 8.889e+19 cm^-3
Fermi-level rise from intrinsic: 0.2461 eV
Negative part at n = 9 ni: 2.250e-14 cm^2/s
Total D at n = 9 ni: 2.50e-14 cm^2/s
D/D_i from formula: 5.0000 (no unit)
D/D_i from kinetic matrix: 4.9998 (no unit)
D/D0: 10.00 (no unit)
Anneal time: 600 s
RMS displacement, intrinsic: 24.5 nm
RMS displacement, n = 9 ni: 54.8 nm
Field factor h: 1.9756 (no unit)
Gradient response h D/D_i: 9.878 (no unit)
Relative permittivity, rough: 12.0 (no unit)
Debye length at n = 9 ni: 0.90 nm
Density-of-states mass, rough: 1.10 electron masses
Band density Nc: 2.612e+20 cm^-3
Degenerate factor replacing n/ni: 10.024 (no unit)
D/D_i with degeneracy: 5.512 (no unit)
Assumed lowering of conduction edge: 0.025 eV
D/D_i with edge lowering: 4.100 (no unit)
Assumed doubly negative share: 1.0 percent
D/D_i with doubly negative share: 5.760 (no unit)
Assumed inactive donors: 20 percent
n/ni with inactive donors: 7.249 (no unit)
D/D_i of active donors then: 4.125 (no unit)
D/D_i averaged over all donors: 3.300 (no unit)
Assumed activation-energy gap: 0.60 eV
D/D_i at 1250 K, n/ni = 9: 4.573 (no unit)
D/D_i at 1350 K, n/ni = 9: 5.395 (no unit)
Assumed defect supersaturation: 10 (no unit)
D at n = 9 ni, both channels supersaturated: 2.50e-13 cm^2/s
D(9 ni)/D(ni), only neutral channel supersaturated: 1.727 (no unit)
ALL CHECKS PASSED
```
